\section*{How interface specularity controls in-plane heat conduction in superlattices, part 2}

Heat flows along $x$, parallel to superlattice layers stacked along $z$. How does interface roughness affect the conductivity, although no net heat crosses the interfaces? Phonons are treated as particles with $\omega=s_i|\mathbf k|$ and velocity $\mathbf v$. The occupation is $f_0(\omega,T(x))+g$, with $f_0$ the Bose function and $g$ the deviation. With resistive relaxation,
\begin{equation}
v_z\frac{\partial g}{\partial z}=-\frac{g-S_i}{\tau_i},\qquad
S_i=-\tau_iv_{xi}f_TT'. \label{bte}
\end{equation}
Sums run over modes, whose measure is $d^2q\,d\omega/[(2\pi)^3|v_z|]$ for each sign of $v_z$.

An interface scatters specularly with probability $p$, keeping $\omega$ and $\mathbf q$. With density $\rho_i$, angle $\theta_i$ to the normal, $Y_i=\rho_is_i\cos\theta_i$ and transmitted amplitude $A$ for unit incident amplitude,
\begin{equation}
t=\frac{Y_2}{Y_1}A^2=\frac{4Y_1Y_2}{(Y_1+Y_2)^2}. \label{t}
\end{equation}
Beyond the critical angle $t=0$. Otherwise scattering is diffuse: arriving deviations $g_{\rm in}$ are re-emitted as
\begin{equation}
g_{\rm d}(\omega)=\frac{\int_1g_{\rm in}\,d^2q+\int_2g_{\rm in}\,d^2q}
{\pi\omega^2(s_1^{-2}+s_2^{-2})}. \label{diffuse}
\end{equation}
The solution is odd in $q_x$, so $g_{\rm d}=0$ and the local temperature shift $\delta T(z)$ vanishes. Both faces of a layer are equivalent by mirror symmetry.

With $r=1-t$, $E_i=e^{-d_i/(\Lambda_i\mu_i)}$, $\mu_i=|\cos\theta_i|$ and $D_i$ the shortfall from $S_i$ of the deviation leaving an interface, each channel $(\omega,\mathbf q)$ obeys
\begin{align}
(1-prE_1)D_1-ptE_2D_2&=h_1, & h_1&=(1-p)S_1+pt(S_1-S_2),\nonumber\\
(1-prE_2)D_2-ptE_1D_1&=h_2, & h_2&=(1-p)S_2+pt(S_2-S_1). \label{pair}
\end{align}
The solution is
\begin{align}
D_1&=\frac{(1-prE_2)h_1+ptE_2h_2}{\Delta},\qquad
D_2=\frac{(1-prE_1)h_2+ptE_1h_1}{\Delta},\nonumber\\
\Delta&=(1-prE_1)(1-prE_2)-p^2t^2E_1E_2. \label{D}
\end{align}

The example has $s_1=6000$, $s_2=4000$ m/s; $\Lambda_1=100$, $\Lambda_2=50$ nm; $\rho_1=2500$, $\rho_2=5000$ kg/m$^3$; $d_1=d_2=10$ nm. In every shared channel $S_2/S_1=0.333$. The sample channel has $\mu_1=0.5$, $\mu_2=0.8165$, $t=0.863$, $w_1=0.200$, $w_2=0.245$, $E_1=0.819$, $E_2=0.783$.

\section{From the channels to the conductivity}

\textbf{Q.} I accept that single channels are disturbed. Before you sum them, remind me what the symbols mean.

\textbf{A.} Layer $i$ has thickness $d_i$, speed $s_i$, relaxation time $\tau_i$ and mean free path $\Lambda_i=s_i\tau_i$; the period is $L=d_1+d_2$. In a channel of fixed frequency $\omega$ and in-plane wavevector $\mathbf q$, $\mu_i$ is the cosine of the angle to the normal, $w_i=d_i/(\Lambda_i\mu_i)$ and $E_i=e^{-w_i}$. The bulk deviation is $S_i=-\tau_iv_{xi}f_TT'$, with $f_T=\partial f_0/\partial T$ and $T'$ the gradient. The deviation leaving an interface is $a_i$, the one reaching it is $b_i$, and $D_i=S_i-a_i$. An interface has specularity $p$ and specular transmission and reflection probabilities $t$ and $r=1-t$. The results needed are
\begin{equation}
b_i=S_i(1-E_i)+E_ia_i,\quad a_1=p(rb_1+tb_2),\quad a_2=p(rb_2+tb_1), \label{recap}
\end{equation}
and the solution (\ref{D}) for $D_i$. Along a flight through the layer, $g=S_i-D_ie^{-z/(\Lambda_i\mu_i)}$.

\textbf{Q.} How does this become a conductivity?

\textbf{A.} Average $g$ over the layer thickness:
\begin{equation}
\bar g_i=S_i-\frac{D_i}{d_i}\int_0^{d_i}e^{-z/(\Lambda_i\mu_i)}dz
=S_i-D_i\frac{1-E_i}{w_i}. \label{mean}
\end{equation}
Phonons moving the other way have the same average by mirror symmetry. The mean heat current density in layer $i$ is $\sum\hbar\omega v_x\bar g_i=-k_iT'$. Writing $\bar g_i=S_i(\bar g_i/S_i)$ and inserting $S_i$ gives
\begin{equation}
k_i=\sum\hbar\omega f_T\,v_x^2\tau_i\,\frac{\bar g_i}{S_i}.
\end{equation}
Here $v_x^2=s_i^2(1-\mu_i^2)\cos^2\phi$, with $\phi$ the azimuth, and $\cos^2\phi$ averages to $1/2$. The ratio $\bar g_i/S_i$ depends on $\mu_i$ alone, because neither $\Lambda_i$ nor $p$ varies with frequency. With the heat capacity per volume $C_i=\sum\hbar\omega f_T$,
\begin{equation}
k_i=\frac{C_is_i\Lambda_i}{2}\int_0^1(1-\mu_i^2)\frac{\bar g_i}{S_i}\,d\mu_i .
\end{equation}
In the bulk the ratio is 1 and the integral is $2/3$, so $k_i^{\rm bulk}=C_is_i\Lambda_i/3$. The layers conduct in parallel, hence
\begin{equation}
k=\sum_i\frac{d_i}{L}\,k_i^{\rm bulk}\,\frac32
\int_0^1(1-\mu_i^2)\frac{\bar g_i}{S_i}\,d\mu_i. \label{k}
\end{equation}
For channels totally reflected in the slower material, $t=0$ and $D_2=(1-p)S_2/(1-pE_2)$.

\textbf{Q.} The dependence on $p$ is buried in a quotient. Could a smoother interface not lower $k$ for some unlucky choice of materials?

\textbf{A.} Not in this model. Consider the contribution of one channel to the current of a whole period. Layer $i$ contributes $\hbar\omega v_{xi}\bar g_id_i$ times the mode measure, which contains $1/v_{zi}$. Now
\begin{equation}
\frac{v_{xi}d_i}{v_{zi}}=v_{xi}\tau_iw_i=-\frac{S_iw_i}{f_TT'} .
\end{equation}
Dividing by $-T'$, the channel contributes to $kL$ a positive factor common to both layers, $\hbar\omega/(f_TT'^2)$ times constants, multiplied by
\begin{equation}
K=\sum_iS_iw_i\bar g_i .
\end{equation}
It is enough to study $K$. Insert (\ref{mean}) with $D_i=S_i-a_i$:
\begin{equation}
K=\sum_iS_i^2(w_i-1+E_i)+\sum_iu_ia_i,\qquad u_i=S_i(1-E_i). \label{K}
\end{equation}
Write $u$ and $a$ as columns, $E=\mathrm{diag}(E_1,E_2)$, and $M$ for the matrix with $r$ on the diagonal and $t$ off it. Equation (\ref{recap}) reads $a=pM(u+Ea)$. Inserting it repeatedly into its own right-hand side gives
\begin{equation}
K=K_0+\sum_{n=0}^{\infty}p^{n+1}c_{n+1},\qquad
c_{n+1}=u^{\rm T}M(EM)^nu, \label{series}
\end{equation}
where $K_0$ is the first sum in (\ref{K}). The series converges up to $p=1$, since $E_i\le e^{-d_i/\Lambda_i}<1$ in all channels. That bound is uniform, so the sum over channels may be taken term by term.

The $S_i$ of one channel have the same sign, so $u_1$ and $u_2$ do too. The entries of $M$ are non-negative with rows summing to one, and $E_i>0$. Every $c_n$ is therefore positive. Hence $k$ increases strictly with $p$, and it is convex: equal steps in $p$ bring growing gains.

\textbf{Q.} What does a term of the series mean?

\textbf{A.} The vector $u$ is the deviation acquired in one crossing of a layer. The factor $EM$ describes one specular encounter followed by survival through the next layer. The coefficient $c_n$ links the drift acquired in one crossing with the current carried after $n$ specular encounters. Specularity acts through memory: a phonon keeps its $\mathbf q$ at the interface and goes on carrying heat in the same sense along $x$.

For the channel $\mu_1=0.5$, in units of $S_1^2$, $K_0=0.0218$. With $u_1=0.181$ and $u_2=0.072$,
\begin{equation}
c_1=r(u_1^2+u_2^2)+2tu_1u_2=0.0052+0.0227=0.0279 .
\end{equation}
The next coefficients are $0.0279$, $0.0191$ and $0.0172$. At $p=0.5$ the terms up to $p^4$ give $K=0.0462$; the full value is $0.0469$.

\textbf{Q.} The second coefficient should be smaller than the first, since phonons are lost on the way. It is not.

\textbf{A.} The printed values are $0.02788$ and $0.02790$. Transmission is strong here, so consider $t=1$. Then $c_1=2u_1u_2=0.026$ joins crossings in different materials, whereas $c_2=E_2u_1^2+E_1u_2^2=0.030$ joins crossings in the same material. Since $u_1$ is much larger than $u_2$, the term $u_1^2$ outweighs the attenuation. The coefficients are positive, but they need not decrease steadily.

\textbf{Q.} At $p=1$ the interface destroys no deviation. Then surely $k$ returns to the bulk value, the average of the two layers in parallel.

\textbf{A.} In general it stays below. The bulk value of $K$ is $\sum S_i^2w_i$. By (\ref{K}), $K$ does not exceed it if
\begin{equation}
\sum_i(1-E_i)S_ia_i\le\sum_i(1-E_i)S_i^2. \label{bound}
\end{equation}
To prove this, note that $b_i$ is a weighted mean of $S_i$ and $a_i$. The square is convex, so $b_i^2\le(1-E_i)S_i^2+E_ia_i^2$. Similarly $(rb_1+tb_2)^2\le rb_1^2+tb_2^2$. Adding the counterpart for layer 2 gives
\begin{equation}
\sum_ia_i^2\le p^2\sum_ib_i^2\le\sum_i\left[(1-E_i)S_i^2+E_ia_i^2\right].
\end{equation}
Subtracting $\sum E_ia_i^2$ leaves $\sum(1-E_i)a_i^2\le\sum(1-E_i)S_i^2$. The Cauchy--Schwarz inequality with weights $1-E_i$ then yields (\ref{bound}).

Equality requires $a_i=S_i$, and then $b_i=S_i$ as well. Adding the two interface conditions gives $S_1+S_2=p(S_1+S_2)$, so $p=1$. The first condition alone becomes $S_1=rS_1+tS_2$, so $t(S_1-S_2)=0$. The bulk average is reached if, besides perfect specularity, each channel is either not transmitted or has equal bulk deviations in the two materials.

\textbf{Q.} If no deviation is lost at the interface for $p=1$, why does $k$ stay below the bulk average?

\textbf{A.} Because the layers exchange phonons. A phonon from material 1 enters material 2 with a deviation that does not fit there, and relaxation in material 2 works on the difference. For $p=1$ the sources in (\ref{pair}) are $h_1=-h_2=t(S_1-S_2)$, and (\ref{D}) reduces to
\begin{equation}
D_1=\frac{t(S_1-S_2)(1-E_2)}{\Delta},\qquad
D_2=-\frac{t(S_1-S_2)(1-E_1)}{\Delta}, \label{p1}
\end{equation}
because $1-rE_i-tE_i=1-E_i$. If $S_1>S_2>0$, layer 1 falls below its bulk deviation and layer 2 rises above it. In our channel $\bar g_1=0.641$ against $S_1=1$, and $\bar g_2=0.627$ against $S_2=0.333$. The gain does not make up for the loss: $K=0.179$, below the bulk value $0.227$.

\textbf{Q.} Now the conductivity itself.

\textbf{A.} The interface rules (\ref{t}) and (\ref{diffuse}) assume that every frequency exists in both materials. We therefore give both the same frequency range, up to $\omega_m=4\times10^{13}$ rad/s. In the classical limit each mode contributes $k_{\rm B}$. This needs $T$ well above $\hbar\omega_m/k_{\rm B}\approx306$ K; at 300 K both heat capacities, and with them all conductivities below, are 5\% smaller, while their ratios are unchanged. With three polarizations,
\begin{equation}
C_i=3k_{\rm B}\int_0^{\omega_m}\frac{\omega^2d\omega}{2\pi^2s_i^3}
=\frac{k_{\rm B}\omega_m^3}{2\pi^2s_i^3},
\end{equation}
which is $2.07\times10^5$ and $6.99\times10^5$ J\,m$^{-3}$K$^{-1}$. The bulk conductivities are
\begin{align}
k_1^{\rm bulk}&=\tfrac13(2.07\times10^5)(6000)(10^{-7})=41.4,\nonumber\\
k_2^{\rm bulk}&=\tfrac13(6.99\times10^5)(4000)(5\times10^{-8})=46.6
\end{align}
in W\,m$^{-1}$K$^{-1}$, and their average for equal thicknesses is 44.0. For 10 nm layers, (\ref{k}) gives, in the same unit,
\begin{center}
\begin{tabular}{cccc}
$p$ & $k_1$ & $k_2$ & $k$\\
0 & 8.7 & 15.1 & 11.9\\
0.5 & 13.1 & 25.0 & 19.0\\
0.9 & 23.5 & 41.8 & 32.7\\
1 & 30.4 & 50.3 & 40.4
\end{tabular}
\end{center}
From diffuse to specular interfaces $k$ grows by a factor of 3.4. The step from $p=0.9$ to 1 brings 7.7, more than the 7.2 gained between 0 and 0.5. At $p=1$ layer 2 conducts better than its own bulk material, as (\ref{p1}) implies for its transmitted channels, while the total stays 8\% below the bulk average.

\textbf{Q.} You dropped the diffuse phonons by a symmetry argument. Has that been checked without it?

\textbf{A.} In part, by a simulation of random phonon flights in which diffusely scattered phonons are re-emitted and followed further. Each flight ends at the first intrinsic collision, so the simulation takes $\delta T=0$ for granted; it tests the treatment of the interfaces and the sum over channels. It gives $11.82\pm0.05$, $19.03\pm0.06$ and $40.41\pm0.09$ W\,m$^{-1}$K$^{-1}$ for $p=0$, $0.5$ and 1, where the errors are statistical standard errors. The response of the one-way normal heat flux in layer 1 is zero within these errors, as it must be, since the azimuth is sampled uniformly. The closed form (\ref{D}) was also tested against a discretized Boltzmann equation that does not assume mirror symmetry. The numerical output lists the values.

\textbf{Q.} What if the layers become very thin? There are more and more interfaces per unit length.

\textbf{A.} Then the order of limits matters. Let $p<1$ be fixed and $d_i\to0$ at a fixed thickness ratio. From $a=pM(u+Ea)$, the largest $a_i$ is at most $p/(1-p)$ times the largest $u_i$ (taking $S_i>0$), and $u_i\to0$. Since $(1-E_i)/w_i\to1$, (\ref{mean}) gives $\bar g_i\to a_i\to0$, and $k$ vanishes.

Now put $p=1$ first. Adding the interface conditions gives $\sum(b_i-a_i)=0$, that is, $\sum(1-E_i)(S_i-a_i)=0$. For small $w_i$ this is $\sum w_i(S_i-a_i)=0$. Subtracting the conditions gives $a_1-a_2=(1-2t)(b_1-b_2)$. Since $b_i-a_i$ is of order $w_i$, $2t(a_1-a_2)$ is of that order too. A transmitting channel therefore acquires a common deviation
\begin{equation}
g=\frac{S_1w_1+S_2w_2}{w_1+w_2},
\end{equation}
and the shortfall of $K=g\sum S_iw_i$ from the bulk value is
\begin{equation}
\sum_iS_i^2w_i-\frac{(\sum_iS_iw_i)^2}{w_1+w_2}
=\frac{w_1w_2}{w_1+w_2}(S_1-S_2)^2 .
\end{equation}
This scales as $d$, like the bulk value itself, so the relative loss stays finite. The totally reflected channels of layer 2 keep their bulk deviation at $p=1$. They have $\mu_2<\mu_c=\sqrt{1-(s_2/s_1)^2}=0.745$ and hold the fraction $\tfrac32(\mu_c-\mu_c^3/3)=0.911$ of $k_2^{\rm bulk}$, so they contribute 21.2 to $k$. Summed over all channels, $k$ tends to 40.1 W\,m$^{-1}$K$^{-1}$, or 91\% of the bulk average.

\textbf{Q.} How close to 1 must $p$ be for that?

\textbf{A.} For small $w_i$ and small $1-p$, both well below $t$, the two deviations are still nearly equal. The loss $(1-p)(b_1+b_2)\approx2(1-p)g$ must balance the supply $\sum w_i(S_i-g)$, so
\begin{equation}
g\approx\frac{S_1w_1+S_2w_2}{w_1+w_2+2(1-p)} .
\end{equation}
For transmitted channels the specular limit needs $2(1-p)\ll w_1+w_2$. For totally reflected channels the loss $(1-p)g$ balances the supply $w_2(S_2-g)$, so $g\approx S_2w_2/(w_2+1-p)$ and the condition is $1-p\ll w_2$. In thin layers a small diffuse fraction is enough to spoil it: at $p=0.9$, $k$ falls from 32.7 for 10 nm layers to 14.5 for 1 nm layers, about half of the fall coming from the totally reflected channels, while at $p=1$ it hardly moves, from 40.4 to 40.1. In thick layers $E_i\to0$, and the correction in (\ref{mean}) falls as $1/w_i$. At 1000 nm, $k$ lies between 42.8 for $p=0$ and 43.8 for $p=1$.

\textbf{Q.} Would you trust the 1 nm value for a real superlattice?

\textbf{A.} No. At the cutoff the wavelength in material 1 is $2\pi s_1/\omega_m\approx0.9$ nm, and all lower frequencies have longer waves. If such layers also have smooth interfaces, phases survive over many periods, and the particle picture loses its basis. The 1 nm number shows what the model does in that limit. The value for 10 nm layers at $p=1$ needs caution too. At normal incidence a phonon there crosses on average $1/(10/100+10/50)\approx3$ periods before it relaxes, so the particle picture assumes some further loss of phase that the model does not describe.

Other assumptions can fail at any thickness. A real specularity depends on wavelength and angle, and the mean free path on frequency. Momentum-conserving collisions do not relax the current as assumed in (\ref{bte}). If rough interfaces scatter mainly into directions near the specular one, the emitted phonons remember the sign of $q_x$, and (\ref{diffuse}) no longer holds. The normal heat flow can still vanish by symmetry in all these cases. That alone leaves the in-plane conductivity undetermined, because it does not fix how much of the deviation survives an encounter with the interface.

\section*{Values computed for the example and the checks}
\begin{verbatim}
speeds (m/s): [6000. 4000.]  mean free paths (nm): [100.  50.]
densities (kg/m^3): [2500. 5000.]  thicknesses (nm): [10. 10.]
cutoff frequency (rad/s): 4.00e+13
heat capacities (J/m^3/K): 2.0724e+05 6.9944e+05
bulk conductivities (W/m/K): 41.449 46.630
parallel bulk average (W/m/K): 44.039
S2/S1 (dimensionless): 0.3333
critical angle in layer 2 (deg): 41.81
channel: mu1 0.500, mu2 0.8165, t 0.8627 (dimensionless)
channel: w1 0.2000, w2 0.2449 (dimensionless)
channel: E1 0.8187, E2 0.7827 (dimensionless)
channel deviations in units of S1:
 p 0.0: a1 0.0000 b1 0.1813 a2 0.0000 b2 0.0724 mean1 0.0937 mean2 0.0377
 p 0.5: a1 0.0897 b1 0.2547 a2 0.1214 b2 0.1674 mean1 0.1750 mean2 0.1453
 p 1.0: a1 0.6036 b1 0.6755 a2 0.6640 b2 0.5922 mean1 0.6408 mean2 0.6267
channel K0 (units S1^2): 0.02181
first 4 series coefficients (S1^2): 0.02788 0.02790 0.01910 0.01717
channel K at p = 0, 0.5, 1 (S1^2): 0.02181 0.04686 0.17932
channel bulk bound (S1^2): 0.22722
p, k layer 1, k layer 2, k total (W/m/K), total/bulk average:
 0.00  8.668  15.062  11.865  0.2694
 0.25  10.394  19.266  14.830  0.3367
 0.50  13.091  24.961  19.026  0.4320
 0.75  17.949  33.592  25.771  0.5852
 0.90  23.549  41.842  32.696  0.7424
 0.99  29.516  49.280  39.398  0.8946
 1.00  30.415  50.307  40.361  0.9165
Monte Carlo p, k total, std error; normal flux coeff., std error (W/m/K):
 0.0  11.815  0.048;  0.030  0.031
 0.5  19.031  0.060;  0.017  0.037
 1.0  40.407  0.086;  0.018  0.052
each layer d (nm), k (W/m/K) at p = 0, 0.5, 0.9, 1:
 1  2.303  4.774  14.502  40.137
 10  11.865  19.026  32.696  40.361
 100  33.270  37.361  40.891  41.814
 1000  42.825  43.290  43.661  43.754
thin-layer limit at p = 1 (W/m/K): 40.103
thin limit / bulk average: 0.9106
largest closed-form deviation from four streams: 3.3e-06
\end{verbatim}
